# Momentum routing and the anomaly of the axial-vector-vector triangle

## The form fixed by dimension and symmetry

A massless Dirac fermion runs around a triangle with one axial and two vector vertices. The amplitude $T_{\lambda\mu\nu}(p,q)$ has three propagators under a four-dimensional loop integral, so its mass dimension is $4-3=1$. The integral is linearly divergent by power counting, and its value may depend on where the origin of the loop momentum is placed. Such a dependence comes from infinitely large loop momentum, so it can only be a polynomial of degree one in the external momenta. One $\gamma_5$ in the trace requires one $\epsilon$ tensor. The ambiguity therefore has the form

$$\delta T_{\lambda\mu\nu}=c\,\epsilon_{\lambda\mu\nu\sigma}(x\,p+y\,q)_\sigma .\tag{1}$$

Contracting $T$ with the momentum at a vertex tests the conservation of that current. The result has two free indices, dimension two and one $\epsilon$. With two independent vectors available, an $\epsilon$ carrying fewer than two free indices vanishes, so the tensor must be $\epsilon_{\alpha\beta\sigma\rho}p_\sigma q_\rho$. Dimension alone would still allow its coefficient to depend on ratios such as $p^2/q^2$. The calculation below shows that for each of the three currents the coefficient is a pure number, fixed by $x$ and $y$.

**Conventions.** The space is Euclidean, $\hbar=c=1$, and charges are stripped off. The $\gamma_\mu$ are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, $\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4$ and $\epsilon_{1234}=1$. Then $\gamma_5^2=1$ and $\mathrm{tr}(\gamma_5\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma)=4\epsilon_{\mu\nu\rho\sigma}$. The propagator is $S(\ell)=1/\slashed\ell=\slashed\ell/\ell^2$. Momenta $p$ and $q$ leave at the vector vertices $\mu$ and $\nu$, and $p+q$ enters at the axial vertex $\lambda$. With $\int_\ell\equiv\int_{|\ell|<R}d^4\ell/(2\pi)^4$ and $R\to\infty$ at the end,

$$\begin{aligned}T_{\lambda\mu\nu}(a,b)=\int_\ell\{&\mathrm{tr}[\gamma_\lambda\gamma_5S(\ell+a-q)\gamma_\nu S(\ell+a)\gamma_\mu S(\ell+a+p)]\\+&\mathrm{tr}[\gamma_\lambda\gamma_5S(\ell+b-p)\gamma_\mu S(\ell+b)\gamma_\nu S(\ell+b+q)]\}.\end{aligned}\tag{2}$$

The vectors $a$ and $b$ are the routings of the direct and crossed graphs.

## The surface term

Replacing $\ell$ by $\ell+a$ in an integrand moves the ball of integration by $a$. The old and new balls differ by a thin shell near $|\ell|=R$, of signed thickness $a\cdot n$ with $n=\ell/|\ell|$. Singularities at finite $\ell$ play no part. If $f$ falls as $\ell^{-3}$,

$$\int_\ell[f(\ell+a)-f(\ell)]=\frac{1}{(2\pi)^4}\oint_{|\ell|=R}dS\,(a\cdot n)f(\ell)+O(a^2/R),\tag{3}$$

because the area is $2\pi^2R^3$, while the change of $f$ across the shell and the correction to the thickness each bring a factor $a/R$. For $f=\ell_\sigma/\ell^4$, the average $\langle n_\rho n_\sigma\rangle=\delta_{\rho\sigma}/4$ gives

$$\int_\ell[f(\ell+a)-f(\ell)]\to\frac{2\pi^2R^3}{16\pi^4}\,\frac{a_\sigma}{4R^3}=\frac{a_\sigma}{32\pi^2}.\tag{4}$$

An integrand falling as $\ell^{-4}$ gives at most $R^3R^{-4}\to0$. A logarithmically divergent integral may be shifted freely.

Take $\ell_1/(\ell^2+1)^2$ with a unit shift along axis 1. Gauss–Legendre quadrature in radius and angle gives $3.103\times10^{-3}$ for $R=10$ and $3.1657\times10^{-3}$ for $R=100$, against $1/32\pi^2=3.1663\times10^{-3}$. The deficit falls about a hundredfold, as $1/R^2$. For an odd integrand the $1/R$ correction is an odd function averaged over the sphere, and vanishes. What remains, about $2/R^2$ in relative terms, comes from the $+1$ in the denominator, which lowers the integrand at the boundary by the factor $(1+1/R^2)^{-2}$. For $\ell_1/\ell^4$ itself, the gradient of a harmonic function, (4) is exact once $R>|a|$. For $1/(\ell^2+1)^2$ the change is $-6.2\times10^{-5}$ at $R=10$ and $-6.3\times10^{-7}$ at $R=100$, tending to zero.

## Large loop momentum in the triangle

At leading order all three propagators of the direct graph become $S(\ell)$. From $\slashed\ell\gamma_\nu=2\ell_\nu-\gamma_\nu\slashed\ell$ follows

$$\slashed\ell\gamma_\nu\slashed\ell=2\ell_\nu\slashed\ell-\ell^2\gamma_\nu .\tag{5}$$

The first term, put into $\mathrm{tr}[\gamma_\lambda\gamma_5\slashed\ell\gamma_\nu\slashed\ell\gamma_\mu\slashed\ell]$, has two equal vectors in one $\epsilon$ and drops out. The second gives

$$-\frac{\ell^2}{\ell^6}\mathrm{tr}[\gamma_\lambda\gamma_5\gamma_\nu\gamma_\mu\slashed\ell]=-\frac{4\epsilon_{\nu\mu\sigma\lambda}\ell_\sigma}{\ell^4}=-\frac{4\epsilon_{\lambda\mu\nu\sigma}\ell_\sigma}{\ell^4},\tag{6}$$

where two exchanges of indices relate the two $\epsilon$ symbols. The crossed graph has $\mu$ and $\nu$ exchanged, hence the opposite sign.

For the difference of two routings to have a meaning, (2) must have a limit as $R\to\infty$. The leading term is odd in $\ell$ and integrates to zero over each sphere. The next terms come from $S(\ell+k)=S(\ell)-S(\ell)\slashed kS(\ell)+\dots$ in one of the propagators. Each is a cyclic string of four vectors separated by four factors $\slashed\ell$. Up to the sign from moving $\gamma_5$, it is $\mathrm{tr}[\gamma_5\slashed A\slashed\ell\slashed B\slashed\ell\slashed C\slashed\ell\slashed D\slashed\ell]/\ell^8$. Applying (5) to $\slashed\ell\slashed B\slashed\ell$ and $\slashed\ell\slashed D\slashed\ell$ turns the trace into

$$\mathrm{tr}[\gamma_5\slashed A(2\,\ell\!\cdot\!B\,\slashed\ell-\ell^2\slashed B)\slashed C(2\,\ell\!\cdot\!D\,\slashed\ell-\ell^2\slashed D)].$$

The product of the two $\slashed\ell$ terms vanishes by antisymmetry. With $\langle\ell_\alpha\ell_\beta\rangle=\ell^2\delta_{\alpha\beta}/4$, the rest averages to

$$\ell^4\left(-\tfrac12-\tfrac12+1\right)\mathrm{tr}[\gamma_5\slashed A\slashed B\slashed C\slashed D]=0.\tag{7}$$

No logarithm survives, and the remaining terms converge. In the infrared, each propagator pole is of the integrable type $1/|\ell|$ when $p$, $q$ and $p+q$ are nonzero.

Equations (4) and (6) now give $-\epsilon_{\lambda\mu\nu\sigma}a_\sigma/8\pi^2$ for the shift of the direct graph and $+\epsilon_{\lambda\mu\nu\sigma}b_\sigma/8\pi^2$ for the crossed graph. Therefore

$$T_{\lambda\mu\nu}(a,b)=T_{\lambda\mu\nu}(0,0)-\frac{1}{8\pi^2}\epsilon_{\lambda\mu\nu\sigma}(a-b)_\sigma .\tag{8}$$

A common shift of both graphs has no effect. Covariance requires $a-b=xp+yq$, in agreement with (1).

## The three contractions at $a=b=0$

**Axial current.** Since $\gamma_5$ anticommutes with $\slashed\ell-\slashed q$,

$$(\slashed p+\slashed q)\gamma_5=(\slashed\ell+\slashed p)\gamma_5+\gamma_5(\slashed\ell-\slashed q).\tag{9}$$

In the direct graph this stands cyclically between $S(\ell+p)$ and $S(\ell-q)$, and each term cancels one propagator:

$$S(\ell+p)(\slashed p+\slashed q)\gamma_5S(\ell-q)=\gamma_5S(\ell-q)+S(\ell+p)\gamma_5 .\tag{10}$$

The first term leaves the trace

$$\mathrm{tr}[\gamma_5S(\ell-q)\gamma_\nu S(\ell)\gamma_\mu]=-\frac{4\epsilon_{\sigma\nu\rho\mu}q_\sigma\ell_\rho}{(\ell-q)^2\ell^2}.$$

Apart from $\ell_\rho$, it depends on $\ell^2$ and $\ell\cdot q$ alone. Its integral over the ball is proportional to $q_\rho$ and vanishes by antisymmetry. The second term depends on $p$ alone and vanishes likewise, as do the crossed terms. Hence

$$(p+q)_\lambda T_{\lambda\mu\nu}(0,0)=0.\tag{11}$$

**Vector currents.** Writing $\slashed p$ as a difference of inverse propagators gives

$$S(\ell)\slashed pS(\ell+p)=S(\ell)-S(\ell+p),\qquad S(\ell-p)\slashed pS(\ell)=S(\ell-p)-S(\ell).\tag{12}$$

The first identity serves the direct graph and the second the crossed graph. The terms containing an unshifted $S(\ell)$ depend on $q$ alone and vanish as before. With

$$h(\ell)=\mathrm{tr}[\gamma_\lambda\gamma_5S(\ell-q)\gamma_\nu S(\ell+p)],$$

the other two terms are

$$p_\mu T_{\lambda\mu\nu}(0,0)=\int_\ell[h(\ell+q-p)-h(\ell)].\tag{13}$$

A free shift would make this zero. The numerator of $h$ is $4\epsilon_{\sigma\nu\rho\lambda}(\ell-q)_\sigma(\ell+p)_\rho$. Its part linear in $\ell$ is $4\epsilon_{\sigma\nu\rho\lambda}(\ell_\sigma p_\rho-q_\sigma\ell_\rho)$, and exchanging the names $\sigma,\rho$ in the second term gives

$$h(\ell)=\frac{4\epsilon_{\sigma\nu\rho\lambda}\ell_\sigma(p+q)_\rho}{\ell^4}+O(\ell^{-4}).\tag{14}$$

By (4) with shift $q-p$,

$$\begin{aligned}p_\mu T_{\lambda\mu\nu}(0,0)&=\frac{1}{8\pi^2}\epsilon_{\sigma\nu\rho\lambda}(q-p)_\sigma(p+q)_\rho\\&=\frac{1}{8\pi^2}\epsilon_{\sigma\nu\rho\lambda}(q_\sigma p_\rho-p_\sigma q_\rho)=-\frac{1}{4\pi^2}\epsilon_{\lambda\nu\sigma\rho}p_\sigma q_\rho .\end{aligned}\tag{15}$$

The last step uses $\epsilon_{\sigma\nu\rho\lambda}=\epsilon_{\lambda\nu\sigma\rho}$. At $a=b=0$ the amplitude is unchanged when $(p,\mu)$ and $(q,\nu)$ are exchanged, so

$$q_\nu T_{\lambda\mu\nu}(0,0)=-\frac{1}{4\pi^2}\epsilon_{\lambda\mu\sigma\rho}q_\sigma p_\rho=+\frac{1}{4\pi^2}\epsilon_{\lambda\mu\sigma\rho}p_\sigma q_\rho .\tag{16}$$

This routing conserves the axial current and violates both vector currents.

## Moving the anomaly

Contracting the surface term in (8), with $a-b=xp+yq$, gives

$$\begin{aligned}-\epsilon_{\lambda\mu\nu\sigma}p_\mu(xp+yq)_\sigma&=+y\,\epsilon_{\lambda\nu\sigma\rho}p_\sigma q_\rho,\\-\epsilon_{\lambda\mu\nu\sigma}q_\nu(xp+yq)_\sigma&=+x\,\epsilon_{\lambda\mu\sigma\rho}p_\sigma q_\rho,\\-\epsilon_{\lambda\mu\nu\sigma}(p+q)_\lambda(xp+yq)_\sigma&=-(y-x)\epsilon_{\mu\nu\sigma\rho}p_\sigma q_\rho,\end{aligned}\tag{17}$$

each to be divided by $8\pi^2$. The first two lines use one exchange of indices. The third moves $\lambda$ past two indices, without a sign. Adding (11), (15) and (16),

$$\begin{aligned}p_\mu T_{\lambda\mu\nu}&=-\frac{V_1}{8\pi^2}\epsilon_{\lambda\nu\sigma\rho}p_\sigma q_\rho,&V_1&=2-y,\\q_\nu T_{\lambda\mu\nu}&=+\frac{V_2}{8\pi^2}\epsilon_{\lambda\mu\sigma\rho}p_\sigma q_\rho,&V_2&=2+x,\\(p+q)_\lambda T_{\lambda\mu\nu}&=-\frac{A}{8\pi^2}\epsilon_{\mu\nu\sigma\rho}p_\sigma q_\rho,&A&=y-x.\end{aligned}\tag{18}$$

The routing parameters cancel in the sum:

$$V_1+V_2+A=4.\tag{19}$$

Routing distributes a fixed total among the three currents. No choice of $x$ and $y$ makes all three coefficients vanish.

The signs in (18) treat the vertices alike. With incoming momenta $k_1=p+q$, $k_2=-p$, $k_3=-q$, the contractions with $k_1,k_2,k_3$ are $-A\,\epsilon_{\mu\nu\sigma\rho}k_{2\sigma}k_{3\rho}$, $-V_1\,\epsilon_{\nu\lambda\sigma\rho}k_{3\sigma}k_{1\rho}$ and $-V_2\,\epsilon_{\lambda\mu\sigma\rho}k_{1\sigma}k_{2\rho}$, over $8\pi^2$. These are cyclic copies of one expression.

Exchange symmetry of the two vector vertices requires the surface term to be symmetric too, which means $x=-y$. Then $V_1=V_2=2-y$ and $A=2y$, with $y$ still free. Exchange symmetry alone does not locate the anomaly.

It does so when all three vertices are axial. The two additional $\gamma_5$ matrices can be brought together past one massless propagator and one vertex matrix, $\gamma_5S\gamma_\mu\gamma_5=S\gamma_\mu$, so the integrand is the one in (2). Symmetry among three identical currents now demands $V_1=V_2=A=4/3$, that is $y=-x=2/3$. Each axial current then carries one third of the total.

## Fixing the routing by vector current conservation

Let the vector current be coupled to a gauge field. A gauge transformation adds to the polarization at vertex $\mu$ a multiple of $p_\mu$, and at vertex $\nu$ a multiple of $q_\nu$. The amplitude must not change, so $V_1=V_2=0$. Equation (18) gives

$$y=2,\quad x=-2,\quad a-b=2(q-p),\quad A=4,\tag{20}$$

$$(p+q)_\lambda T_{\lambda\mu\nu}=-\frac{1}{2\pi^2}\epsilon_{\mu\nu\sigma\rho}p_\sigma q_\rho .\tag{21}$$

The values of $x$ and $y$ refer to the ball cutoff in (2), whereas (21) is more general. Another covariant definition with the same nonlocal part differs from this one by a term of the form (1), and the two vector conditions fix both of its coefficients.

Equation (21) can be written in terms of fields. Let the action density be $\bar\psi\gamma_\mu(\partial_\mu-iA_\mu)\psi$. In momentum space its kernel is $i(\slashed k-\slashed A)$, with inverse $-i(S+S\slashed AS+S\slashed AS\slashed AS+\dots)$. The closed loop contributes $-1$, so the current $J^5_\lambda=\bar\psi\gamma_\lambda\gamma_5\psi$ has at second order the expectation value $+i\,\mathrm{tr}[\gamma_\lambda\gamma_5S\slashed AS\slashed AS]$, integrated over the loop. For $A_\mu=e^{(1)}_\mu e^{-ip\cdot x}+e^{(2)}_\mu e^{-iq\cdot x}$, where $x$ in the exponents is the position, the part containing both waves is

$$\langle J^5_\lambda\rangle=i\,T_{\lambda\mu\nu}e^{(1)}_\mu e^{(2)}_\nu e^{-i(p+q)\cdot x}.\tag{22}$$

The derivative brings down $-i(p+q)_\lambda$, and $(-i)(i)=1$. Thus $\partial_\lambda\langle J^5_\lambda\rangle$ is (21) contracted with the polarizations, times the exponential. On the other side, $\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}=4\epsilon_{\mu\nu\rho\sigma}\partial_\mu A_\nu\partial_\rho A_\sigma$. Its mixed part has a factor 2 from the two assignments of the waves and $(-i)^2=-1$ from the derivatives:

$$-8\,\epsilon_{\mu\nu\rho\sigma}p_\mu e^{(1)}_\nu q_\rho e^{(2)}_\sigma=+8\,\epsilon_{\mu\nu\sigma\rho}e^{(1)}_\mu e^{(2)}_\nu p_\sigma q_\rho,$$

times the same exponential, since three exchanges reorder the vectors. Comparison gives, at second order in the field,

$$\partial_\lambda\langle J^5_\lambda\rangle=-\frac{1}{16\pi^2}\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}.\tag{23}$$

The overall sign follows the choice of $\gamma_5$. A gauge field with nonzero $\epsilon FF$ is a source of axial charge, while vector charge stays conserved.

## A massive fermion

With mass $M$ the propagator is $S=(\slashed\ell-iM)^{-1}=(\slashed\ell+iM)/(\ell^2+M^2)$. The surface terms come from $|\ell|\to\infty$ and are unchanged. The extra mass terms in the two-propagator traces vanish, having too few or an odd number of $\gamma$ matrices. Equation (9), however, acquires an additional $2iM\gamma_5$. It contributes a convergent triangle with $2iM\gamma_5$ at the axial vertex. In the direct graph the part of $\mathrm{tr}[\gamma_5S\gamma_\nu S\gamma_\mu S]$ linear in $M$ has the numerator

$$4iM\epsilon_{\sigma\nu\mu\rho}[-\ell_\sigma p_\rho+(\ell-q)_\sigma(\ell+p)_\rho+q_\sigma\ell_\rho]=-4iM\epsilon_{\sigma\nu\mu\rho}q_\sigma p_\rho,\tag{24}$$

and the $M^3$ part has too few $\gamma$ matrices. For $M$ much larger than the external momenta, the three denominators give $\int_\ell(\ell^2+M^2)^{-3}=1/32\pi^2M^2$. With the factor $2iM$ and an equal crossed graph, the additional term is

$$2\cdot\frac{8M^2}{32\pi^2M^2}\epsilon_{\sigma\nu\mu\rho}q_\sigma p_\rho=+\frac{1}{2\pi^2}\epsilon_{\mu\nu\sigma\rho}p_\sigma q_\rho .\tag{25}$$

It cancels (21): the axial contraction of a very heavy fermion vanishes at leading order. For $M=0$ there is no such term and the anomaly stands alone.

## A numerical triangle

Take $p=(1,0,0,0)u$ and $q=(0.5,1.5,0,0)u$, with $u$ an arbitrary momentum unit. The massless triangle has no scale of its own. For free indices 3 and 4,

$$\epsilon_{34\sigma\rho}p_\sigma q_\rho=p_1q_2-p_2q_1=1\times1.5-0\times0.5=1.5\,u^2.$$

The integral (2) was evaluated directly from its $\gamma$-matrix traces, by quadrature in four-dimensional spherical coordinates up to $R=400\,u$, with $a=-b=(xp+yq)/2$. The coefficients then follow from the contracted integrals and the definitions in (18):

| $x$ | $y$ | $V_1$ | $V_2$ | $A$ |
|---|---|---|---|---|
| 0 | 0 | 2.000 | 2.000 | 0.000 |
| −2 | 2 | 0.000 | 0.000 | 4.000 |
| −2/3 | 2/3 | 1.333 | 1.333 | 1.333 |
| 2 | 2 | 0.000 | 4.000 | 0.000 |
| 1 | −0.5 | 2.500 | 3.000 | −1.500 |

The largest absolute deviation from (18) is $5\times10^{-4}$. The fourth row places the whole anomaly in one vector current, at the price of exchange symmetry. The last row shows that a coefficient can be negative while the sum remains 4. Shifting both graphs by $(0.3,-0.4,0,0)u$ reproduces the first row, as (8) requires.

For the vector-conserving routing, (21) predicts $-1.5\,u^2/2\pi^2=-0.07599\,u^2$ for $(p+q)_\lambda T_{\lambda34}$, and the quadrature gives the same figure. Dividing by $8\times1.5\,u^2$ yields $-0.006333$, the coefficient $-1/16\pi^2$ in (23).

A single component shows the surface term itself. Between the first two rows $T_{341}$ changes from $0.0298\,u$ to $-0.0082\,u$, a difference of $-0.0380\,u$; the quadrature is uncertain by one unit in the fifth decimal. Here $a-b=2(q-p)=(-1,3,0,0)u$, and (8) gives $-\epsilon_{3412}\times3u/8\pi^2=-0.03800\,u$. The routing thus changes even the sign of this component, and its value acquires a meaning once the vector currents are required to be conserved.
